# Surface energy of fcc (111) in the second-moment approximation: verification in Python

```python
"""Surface energy of an fcc d metal in the second-moment approximation.

Result under test: if the bond energy of an atom scales as sqrt(Z), the energy
per surface atom is sigma = (1 - sqrt(Zs/Zb)) * Ecoh, against the linear
bond-cutting value (1 - Zs/Zb) * Ecoh.
Zs, Zb : numbers of nearest neighbours of a surface and of a bulk atom
Ecoh   : bulk bond energy per atom (attraction only, unless repulsion is named)
mu2    : second moment of the local d density of states, per orbital
p, q   : decay rates of pair repulsion and of hopping with r/r0
The sqrt law is also compared with full five-orbital d-band slabs in which
every layer is kept neutral by its own level shift. Energies in eV.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar, root
from scipy.special import entr, expit
from scipy.stats import beta as beta_distribution

HOPPINGS = {"sigma": -0.6, "pi": 0.4, "delta": -0.1}
ELECTRONS = 8
DISTANCE = 2.8          # nearest-neighbour distance, angstrom
SMEARING = 0.1          # electronic k_B T for the slab calculations, eV
MESH = 14               # in-plane k mesh

# ---------- neighbour counting ----------
neighbours = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                       if np.dot(v, v) == 2])


def layer_coordinations(normal, layers=4):
    """Neighbours left for each layer below a surface with this normal."""
    heights = neighbours @ np.array(normal)
    spacing = np.min(heights[heights > 0])
    steps = heights // spacing
    return [int(np.sum(steps <= depth)) for depth in range(layers)]


z111 = layer_coordinations((1, 1, 1))
z100 = layer_coordinations((1, 0, 0))
Zb, Zs = len(neighbours), z111[0]
assert z111 == [9, 12, 12, 12] and z100 == [8, 12, 12, 12]

# ---------- d-d hopping matrices from symmetric traceless tensors ----------


def bond_tensors(axis):
    """Five normalized d tensors: one sigma, two pi, two delta about axis."""
    n = np.array(axis, float) / np.linalg.norm(axis)
    trial = np.eye(3)[np.argmin(np.abs(n))]
    e1 = np.cross(n, trial)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n, e1)
    out = np.outer
    return np.array([
        np.sqrt(1.5) * (out(n, n) - np.eye(3) / 3),
        (out(n, e1) + out(e1, n)) / np.sqrt(2),
        (out(n, e2) + out(e2, n)) / np.sqrt(2),
        (out(e1, e1) - out(e2, e2)) / np.sqrt(2),
        (out(e1, e2) + out(e2, e1)) / np.sqrt(2)])


orbitals = bond_tensors((0, 0, 1))
strengths = np.array([HOPPINGS["sigma"], HOPPINGS["pi"], HOPPINGS["pi"],
                      HOPPINGS["delta"], HOPPINGS["delta"]])


def hopping_matrix(bond):
    overlap = np.einsum("aij,mij->am", orbitals, bond_tensors(bond))
    return (overlap * strengths) @ overlap.T


# lattice vectors: the first two lie in the (111) plane
cell = np.array([[1, -1, 0], [0, 1, -1], [1, 1, 0]])
indices = np.rint(neighbours @ np.linalg.inv(cell)).astype(int)
assert np.array_equal(indices @ cell, neighbours)
points = (np.arange(MESH) + 0.5) / MESH
# half of the mesh is enough because of time reversal
k_plane = np.array([(u, v) for u in points for v in points if v < 0.5])
nk = len(k_plane)
in_plane = np.zeros((nk, 5, 5), complex)
to_next = np.zeros((nk, 5, 5), complex)
for bond, index in zip(neighbours, indices):
    phase = np.exp(2j * np.pi * (k_plane @ index[:2]))
    term = phase[:, None, None] * hopping_matrix(bond)
    if index[2] == 0:
        in_plane += term
    elif index[2] == 1:
        to_next += term


def dagger(matrices):
    return np.conj(np.swapaxes(matrices, -1, -2))


def diagonalize_slab(levels):
    """Eigenvalues and layer weights of a slab with given layer levels."""
    layers = len(levels)
    h = np.zeros((nk, 5 * layers, 5 * layers), complex)
    for i in range(layers):
        a = slice(5 * i, 5 * i + 5)
        h[:, a, a] = in_plane + levels[i] * np.eye(5)
        if i + 1 < layers:
            b = slice(5 * i + 5, 5 * i + 10)
            h[:, a, b] = to_next
            h[:, b, a] = dagger(to_next)
    energies, vectors = np.linalg.eigh(h)
    weights = np.abs(vectors.reshape(nk, layers, 5, 5 * layers)) ** 2
    return energies, weights.sum(axis=2)


# ---------- second moments: diagonalization against Z * beta^2 ----------
beta2 = np.sum(strengths ** 2) / 5
energies, weights = diagonalize_slab(np.zeros(5))
moments = np.einsum("kln,kn->l", weights, energies ** 2) / (5 * nk)
expected = beta2 * np.array([Zs, Zb, Zb, Zb, Zs])
assert np.allclose(moments, expected, rtol=1e-9)
mu_surface, mu_bulk = moments[0], moments[2]

# ---------- bond energy of a neutral atom for three band shapes ----------


def shape_bond_energy(shape, mu2, electrons):
    """Shift the band until it is neutral at E_F = 0, then integrate."""
    width, mean, std = np.sqrt(mu2), shape.mean(), shape.std()

    def filling(level):
        return 10 * shape.cdf(mean - std * level / width) - electrons

    level = brentq(filling, -6 * width, 6 * width, xtol=1e-13)
    bottom = level - mean * width / std

    def integrand(e):
        density = 10 * std / width * shape.pdf(mean + std * (e - level) / width)
        return (e - level) * density

    return -quad(integrand, bottom, 0.0, epsabs=1e-10, limit=200)[0]


shapes = {"rectangular": (1, 1), "semi-elliptic": (1.5, 1.5), "skewed": (2, 3)}
root_ratio = np.sqrt(Zs / Zb)
shape_results = {}
for name, powers in shapes.items():
    shape = beta_distribution(*powers)
    e_bulk = shape_bond_energy(shape, mu_bulk, ELECTRONS)
    e_surf = shape_bond_energy(shape, mu_surface, ELECTRONS)
    shape_results[name] = (e_bulk, e_surf)
    assert abs(e_surf / e_bulk - root_ratio) < 1e-6
Ecoh, E_surface_atom = shape_results["rectangular"]
friedel = np.sqrt(12 * mu_bulk) * ELECTRONS * (10 - ELECTRONS) / 20
assert abs(Ecoh - friedel) < 1e-6

# ---------- surface energies of the attraction-only model ----------
fraction = 1 - root_ratio
linear_fraction = 1 - Zs / Zb
sigma = Ecoh - E_surface_atom
bond_energy_bulk = Ecoh / (Zb / 2)
sigma_linear = (Zb - Zs) * bond_energy_bulk / 2
assert abs(sigma - fraction * Ecoh) < 1e-6
assert abs(sigma / sigma_linear - 1 / (1 + root_ratio)) < 1e-6
bond_strengthening = (E_surface_atom / Zs) / (Ecoh / Zb)
area = np.linalg.norm(np.cross(cell[0], cell[1])) / 2 * DISTANCE ** 2
sigma_area = sigma / area
sigma_si = sigma_area * constants.e / constants.angstrom ** 2

# ---------- pair repulsion: direct minimization against the formula ----------
REPULSION = 0.1         # repulsive energy per neighbour at r = r0, eV


def repulsive_model(p, q):
    def attraction(z, x):
        return Ecoh * np.sqrt(z / Zb) * np.exp(-q * x)

    def repulsion(z, x):
        return REPULSION * z * np.exp(-p * x)

    def total(z, x):
        return repulsion(z, x) - attraction(z, x)

    best = minimize_scalar(lambda x: total(Zb, x), bounds=(-0.2, 0.4),
                           method="bounded", options={"xatol": 1e-11})
    x = best.x
    cost = sum(total(z, x) - total(Zb, x) for z in z111)
    share = repulsion(Zb, x) / attraction(Zb, x)
    return x, -total(Zb, x), cost, share


repulsive = {}
for p, q in ((9, 3), (300, 3)):
    x, cohesion, cost, share = repulsive_model(p, q)
    formula = fraction * (1 - q / p * (1 + root_ratio)) / (1 - q / p)
    assert abs(share - q / p) < 1e-5
    assert abs(cost / cohesion - formula) < 1e-5
    repulsive[p] = (x, cohesion, cost, cost / cohesion)
assert abs(repulsive[300][3] - fraction) < 0.002
assert repulsive[9][3] < repulsive[300][3] < fraction

# ---------- full d band with neutral layers, E_F = 0 ----------
kz = (np.arange(32) + 0.5) / 32
up = to_next[:, None] * np.exp(2j * np.pi * kz)[None, :, None, None]
bulk_bands = np.linalg.eigvalsh(in_plane[:, None] + up + dagger(up)).ravel()
n_bulk_k = nk * len(kz)


def electronic_energy(bands, k_count):
    """Band energy extrapolated to zero smearing, both spins."""
    f = expit(-bands / SMEARING)
    entropy = np.sum(entr(f) + entr(1 - f))
    return 2 * (np.sum(f * bands) - 0.5 * SMEARING * entropy) / k_count


def bulk_reference(electrons):
    def excess(level):
        f = expit(-(bulk_bands + level) / SMEARING)
        return 2 * np.sum(f) / n_bulk_k - electrons

    level = brentq(excess, -10, 10, xtol=1e-12)
    energy = electronic_energy(bulk_bands + level, n_bulk_k)
    return level, energy - level * electrons


def slab_surface_energy(layers, electrons, bulk_level, bulk_energy):
    number = np.arange(layers)
    mirror = np.minimum(number, layers - 1 - number)
    half = (layers + 1) // 2

    def charges(free_levels):
        bands, layer_weights = diagonalize_slab(free_levels[mirror])
        f = expit(-bands / SMEARING)
        return bands, 2 * np.einsum("kln,kn->l", layer_weights, f) / nk

    solution = root(lambda v: charges(v)[1][:half] - electrons,
                    np.full(half, bulk_level), tol=1e-8)
    bands, charge = charges(solution.x)
    assert np.max(np.abs(charge - electrons)) < 1e-5
    energy = electronic_energy(bands, nk) - solution.x[mirror] @ charge
    return (energy - layers * bulk_energy) / 2


full_band = {}
for electrons in (5, 7, 8):
    level, energy = bulk_reference(electrons)
    thin, thick = [slab_surface_energy(n, electrons, level, energy)
                   for n in (5, 8)]
    full_band[electrons] = (-energy, thin / -energy, thick / -energy)
    for value in full_band[electrons][1:]:
        assert 0 < value < linear_fraction
    assert abs(thin - thick) < 0.03 * -energy

# ---------- output ----------
print("INPUT")
print(f"hoppings sigma, pi, delta: {list(HOPPINGS.values())} eV")
print(f"d electrons per atom: {ELECTRONS}")
print(f"nearest-neighbour distance: {DISTANCE:.2f} angstrom")
print("COORDINATION AND MOMENTS")
print(f"neighbours by layer, (111): {z111}")
print(f"neighbours by layer, (100): {z100}")
print(f"beta^2: {beta2:.4f} eV^2")
print(f"mu2 bulk, from diagonalization: {mu_bulk:.4f} eV^2")
print(f"mu2 surface, from diagonalization: {mu_surface:.4f} eV^2")
print(f"rectangular band width, bulk: {np.sqrt(12 * mu_bulk):.4f} eV")
print(f"rectangular band width, surface: {np.sqrt(12 * mu_surface):.4f} eV")
print("BOND ENERGY PER ATOM, bulk and surface")
for name, (e_bulk, e_surf) in shape_results.items():
    print(f"{name}: {e_bulk:.4f} and {e_surf:.4f} eV, "
          f"ratio {e_surf / e_bulk:.4f}")
print("SURFACE ENERGY (111), attraction only, rectangular band")
print(f"sqrt(Zs/Zb): {root_ratio:.4f}")
print(f"second-moment fraction of Ecoh: {fraction:.4f}")
print(f"bond-cutting fraction of Ecoh: {linear_fraction:.4f}")
print(f"second-moment value: {sigma:.4f} eV per surface atom")
print(f"bond-cutting value: {sigma_linear:.4f} eV per surface atom")
print(f"ratio of the two: {sigma / sigma_linear:.4f}")
print(f"energy per neighbour, surface/bulk: {bond_strengthening:.4f}")
print(f"area per surface atom: {area:.4f} angstrom^2")
print(f"second-moment value per area: {sigma_area:.4f} eV/angstrom^2")
print(f"the same in SI: {sigma_si:.3f} J/m^2")
s100 = np.sqrt(z100[0] / Zb)
print(f"(100) fractions, second moment and linear: "
      f"{1 - s100:.4f} and {1 - s100 ** 2:.4f}")
print("WITH PAIR REPULSION, q = 3")
print(f"repulsion per neighbour at r0: {REPULSION:.2f} eV")
for p, (x, cohesion, cost, ratio) in repulsive.items():
    print(f"p = {p}: equilibrium r/r0 {1 + x:.4f}, Ecoh {cohesion:.4f} eV")
    print(f"p = {p}: surface energy {cost:.4f} eV, fraction {ratio:.4f}")
    print(f"p = {p}: ratio to linear value {ratio / linear_fraction:.4f}")
print("FULL d BAND, neutral layers, (111)")
print(f"smearing: {SMEARING:.2f} eV, in-plane mesh: {MESH} x {MESH}")
for electrons, (energy, thin, thick) in full_band.items():
    print(f"N = {electrons}: bulk bond energy {energy:.4f} eV")
    print(f"N = {electrons}: surface fraction, 5 and 8 layers: "
          f"{thin:.4f} and {thick:.4f}")
    print(f"N = {electrons}: 8-layer ratio to linear value: "
          f"{thick / linear_fraction:.3f}")
print("all assertions hold")
```

It prints:

```
INPUT
hoppings sigma, pi, delta: [-0.6, 0.4, -0.1] eV
d electrons per atom: 8
nearest-neighbour distance: 2.80 angstrom
COORDINATION AND MOMENTS
neighbours by layer, (111): [9, 12, 12, 12]
neighbours by layer, (100): [8, 12, 12, 12]
beta^2: 0.1400 eV^2
mu2 bulk, from diagonalization: 1.6800 eV^2
mu2 surface, from diagonalization: 1.2600 eV^2
rectangular band width, bulk: 4.4900 eV
rectangular band width, surface: 3.8884 eV
BOND ENERGY PER ATOM, bulk and surface
rectangular: 3.5920 and 3.1108 eV, ratio 0.8660
semi-elliptic: 3.6309 and 3.1444 eV, ratio 0.8660
skewed: 3.8413 and 3.3266 eV, ratio 0.8660
SURFACE ENERGY (111), attraction only, rectangular band
sqrt(Zs/Zb): 0.8660
second-moment fraction of Ecoh: 0.1340
bond-cutting fraction of Ecoh: 0.2500
second-moment value: 0.4812 eV per surface atom
bond-cutting value: 0.8980 eV per surface atom
ratio of the two: 0.5359
energy per neighbour, surface/bulk: 1.1547
area per surface atom: 6.7896 angstrom^2
second-moment value per area: 0.0709 eV/angstrom^2
the same in SI: 1.136 J/m^2
(100) fractions, second moment and linear: 0.1835 and 0.3333
WITH PAIR REPULSION, q = 3
repulsion per neighbour at r0: 0.10 eV
p = 9: equilibrium r/r0 1.0004, Ecoh 2.3920 eV
p = 9: surface energy 0.1817 eV, fraction 0.0760
p = 9: ratio to linear value 0.3038
p = 300: equilibrium r/r0 1.0118, Ecoh 3.4322 eV
p = 300: surface energy 0.4558 eV, fraction 0.1328
p = 300: ratio to linear value 0.5312
FULL d BAND, neutral layers, (111)
smearing: 0.10 eV, in-plane mesh: 14 x 14
N = 5: bulk bond energy 5.6492 eV
N = 5: surface fraction, 5 and 8 layers: 0.1311 and 0.1312
N = 5: 8-layer ratio to linear value: 0.525
N = 7: bulk bond energy 4.4567 eV
N = 7: surface fraction, 5 and 8 layers: 0.1342 and 0.1347
N = 7: 8-layer ratio to linear value: 0.539
N = 8: bulk bond energy 3.2985 eV
N = 8: surface fraction, 5 and 8 layers: 0.1392 and 0.1387
N = 8: 8-layer ratio to linear value: 0.555
all assertions hold
```
